# Damping window for ringing at the coercive field of a quartic ferroelectric

**Question**

I am working on uniform switching in a ferroelectric with a quartic Landau energy and an inertial term. The exercise asks for the range of damping in which small oscillations ring about the switched state while the field is held at the static coercive value, but do not ring about the zero-field minimum.

At zero field I linearized about the spontaneous polarization and got an ordinary damped oscillator. At the coercive field I set the second derivative of the energy to zero, since that defines the coercive field. With zero stiffness nothing can oscillate at any damping, so the requested range seems to be empty. What am I doing wrong? And if there is a range, would one see the ringing in a real crystal, say lithium tantalate?

**Answer**

The zero stiffness you found belongs to the old state, the one that is disappearing. The exercise asks about the other state, which the system occupies after switching. At the same field that state has a different polarization and a nonzero stiffness.

**Model**

Take one uniform polarization component $P$ at fixed temperature, with free-energy density

$$f=-\frac a2P^2+\frac b4P^4-EP,\qquad a,b>0 .$$

The restoring field is $-\partial f/\partial P$, so with inertia $m$ and damping rate $\Gamma$, both constant,

$$m\ddot P+m\Gamma\dot P=E+aP-bP^3 .$$

I assume that the electrodes hold the field $E$ at its set value whatever $P$ does. The stiffness of a state is $k=f''=3bP^2-a$.

**The two states**

At $E=0$ the equilibria satisfy $P(bP^2-a)=0$. The one at $P=0$ has $k=-a$ and is unstable. The minima are $P=\pm P_0$ with $P_0^2=a/b$, and their stiffness is

$$k_0=3bP_0^2-a=3a-a=2a .$$

Now start in $-P_0$ and raise the field slowly. Equilibrium requires $E=bP^3-aP$, whose slope $dE/dP=3bP^2-a$ is the stiffness itself. The negative state therefore survives until the slope vanishes, at $P_s=-P_0/\sqrt3$. The field there is the static coercive field. Using $bP_0^2=a$,

$$E_c=-\frac{bP_0^3}{3\sqrt3}+\frac{aP_0}{\sqrt3}=\frac{aP_0}{\sqrt3}\left(1-\frac13\right)=\frac{2aP_0}{3\sqrt3}.$$

This is where your calculation stopped. The equilibrium equation at $E_c$ is a cubic, $bP^3-aP-E_c=0$, and $P_s$ is a double root because both the force and its slope vanish there. The cubic has no $P^2$ term, so its roots add up to zero, and the third root is

$$P_h=-2P_s=\frac{2P_0}{\sqrt3}.$$

This is the switched state held at the coercive field. Its stiffness is

$$k_h=3b\,\frac{4P_0^2}{3}-a=4a-a=3a .$$

The field pushes the polarization outward, where the quartic energy is more strongly curved, so the held state is stiffer than the zero-field state by a factor $3/2$.

**The window**

Write $P=P_*+u$ about either state and keep terms linear in $u$:

$$\ddot u+\Gamma\dot u+\frac km u=0,\qquad s=-\frac\Gamma2\pm\sqrt{\frac{\Gamma^2}{4}-\frac km}$$

for solutions $u\propto e^{st}$. If $\Gamma^2<4k/m$ the rates are complex and $u$ changes sign repeatedly: the state rings. If $\Gamma^2>4k/m$ both rates are real and negative, $s_2<s_1<0$, and release from rest at $u_0$ gives

$$u=u_0\,\frac{|s_2|e^{s_1t}-|s_1|e^{s_2t}}{s_1-s_2},$$

which keeps its sign because $|s_2|>|s_1|$ and $e^{s_1t}\ge e^{s_2t}$. At equality, $u=u_0(1+\Gamma t/2)e^{-\Gamma t/2}$ keeps its sign too, so critical damping counts as no ringing.

No ringing at zero field requires $\Gamma^2\ge4(2a)/m$. Ringing in the held state requires $\Gamma^2<4(3a)/m$. Together,

$$\boxed{\;\frac{8a}{m}\le\Gamma^2<\frac{12a}{m}\;}$$

With the zero-field frequency $\omega_0=\sqrt{2a/m}$ this reads $2\le\Gamma/\omega_0<\sqrt6$. Below the window both states ring; from its upper edge on, neither does. The coefficient $b$ has dropped out: it sets the size of $P_0$ but not the ratio of the stiffnesses.

**How strong is the ringing?**

For release from rest in the held state, with $\omega_d=\sqrt{3a/m-\Gamma^2/4}$,

$$u=u_0e^{-\Gamma t/2}\left(\cos\omega_dt+\frac{\Gamma}{2\omega_d}\sin\omega_dt\right),\qquad
\dot u=-\frac{3a}{m\omega_d}\,u_0e^{-\Gamma t/2}\sin\omega_dt .$$

The velocity first returns to zero at $t=\pi/\omega_d$, where $u=-u_0e^{-\pi\Gamma/(2\omega_d)}$. The overshoot is therefore the fraction $e^{-\pi\Gamma/(2\omega_d)}$ of the initial displacement. Raising $\Gamma$ also lowers $\omega_d$, so within the window the overshoot is largest at the lower edge. There $\Gamma/2=\sqrt{2a/m}$ and $\omega_d=\sqrt{a/m}$, which gives $e^{-\pi\sqrt2}=1.18\,\%$. At $\Gamma^2=10a/m$, halfway through the window in $\Gamma^2$, it is $e^{-\pi\sqrt5}=0.089\,\%$. It tends to zero at the upper edge. The window is well defined, but the ringing in it is faint.

**Getting into the held state**

There is a trap if you simulate this. Suppose the system rests at $-P_0$ and you suddenly switch the field to exactly $E_c$. For damping in the window, and without thermal noise, it never arrives at $P_h$.

To see why, use $x=P/P_0$, time in units of $\sqrt{m/a}$, and $g=\Gamma\sqrt{m/a}$. Dividing the equation of motion by $aP_0$ and factorizing the force with the roots found above gives

$$x''+gx'=\left(x+\tfrac1{\sqrt3}\right)^2\left(\tfrac2{\sqrt3}-x\right).$$

Let $y=-1/\sqrt3-x$ be the distance still to go to the half-stable point, and $v=x'=-y'$. Then

$$v'=-gv+y^2(\sqrt3+y),$$

starting from $v=0$ and $y=1-1/\sqrt3=0.423$. The force is not negative, so $v$ cannot become negative and $y$ cannot grow. Now consider $w=v-gy/2$, which starts negative. If it ever reached zero with $y>0$, its rate of change there would be

$$w'=-\frac g2v+y^2(\sqrt3+y)=-y\left[\frac{g^2}{4}-y(\sqrt3+y)\right].$$

On this path $y(\sqrt3+y)\le0.911$, while $g^2/4\ge2$ in the window. The bracket is positive, so $w$ cannot cross zero. Hence $y'=-v\ge-gy/2$, which means that $y$ decays no faster than an exponential and does not reach zero in any finite time. The system creeps towards $P_s$ and stays on the old side.

The remedy is to raise the field above $E_c$, let the polarization switch, and then lower the field to $E_c$. To see the ringing, make this last change abrupt: if the field is lowered slowly, the polarization simply follows it.

**Numbers for lithium tantalate**

I use rough typical values near room temperature: $P_0=50$ µC/cm², a soft-mode susceptibility $\chi=40$, a mode frequency of 6 THz and a linewidth of 1 THz. A small field changes the polarization by $\delta P=\varepsilon_0\chi\,\delta E$, so the zero-field stiffness is $2a=1/(\varepsilon_0\chi)$. This gives $a=0.1412$ (MV/cm)/(µC/cm²), and then

$$E_c=\frac{2(0.1412)(50)}{3\sqrt3}=2.72\ \text{MV/cm},\qquad P_h=\frac{2(50)}{\sqrt3}=57.7\ \text{µC/cm}^2 .$$

The frequency is $\omega_0=2\pi(6)=37.7$ rad/ps, so the window runs from

$$2\omega_0=75.4\ \text{ps}^{-1}\quad\text{to}\quad\sqrt6\,\omega_0=92.3\ \text{ps}^{-1}.$$

Expressed as $\Gamma/2\pi$, that is 12.0 to 14.7 THz. The assumed linewidth corresponds to $\Gamma=2\pi(1)=6.28$ ps⁻¹, twelve times below the lower edge. With these values the model crystal rings about both states, and the window is not reached. The damping values inside the window are a hypothetical variation of $\Gamma$ with everything else fixed.

The full nonlinear equation was integrated for releases 0.5 µC/cm² away from each state. With $\Gamma$ 5 % below the edge that belongs to the state, the polarization crossed equilibrium at least twice; 5 % above, it did not cross.

The sudden step to $E_c$ also behaves as derived. After 20 ps the polarization is $-29.02$ µC/cm² at the lower-edge damping and $-29.05$ µC/cm² at the upper-edge damping, still short of $P_s=-28.87$ µC/cm². At the crystal's light damping, which lies outside the range of the proof, inertia carries it through to 57.74 µC/cm².

For the remedy, take $\Gamma=84.3$ ps⁻¹, where $g^2=10$. Three picoseconds at $1.2E_c$ bring the polarization to 58.98 µC/cm². When the field drops to $E_c$, the polarization falls past $P_h$ by 0.00125 µC/cm² and crosses it three times before the deviation becomes numerically negligible. The linear formula predicts $0.089\,\%$ of the 1.25 µC/cm² displacement, or 0.0011 µC/cm². The difference comes from the curvature of the restoring force: adding only its quadratic term about $P_h$ to the linear equation already gives 0.00125 µC/cm².

When the field is then removed, the polarization relaxes to $P_0$ without crossing it. This last drop is not small, so the linear criterion alone does not guarantee the result. With $u=x-1$ the restoring force is $x(x+1)u$, and $x(x+1)\le2.488$ for $x\le2/\sqrt3$. On the line $v=-gu/2$,

$$\left(v+\frac g2u\right)'=\left[\frac{g^2}{4}-x(x+1)\right]u>0,$$

because $g^2/4=2.5$. A start at rest lies above this line and cannot cross it, so $u'\ge-gu/2$ and $u$ stays positive. Nearer the lower edge this argument no longer covers so large a drop, although small oscillations there still do not ring.

**What a real crystal would change**

The assumption that fails first is uniform switching. Real lithium tantalate switches by domains at a rough 0.2 MV/cm, about 14 times below the uniform $E_c$. The latter is also 2.7 times a rough breakdown field of 1 MV/cm, so holding it statically is not realistic. Suppose instead that the switched state is held at $E=0.2$ MV/cm. To first order in the field $P\approx P_0+E/2a$, and the stiffness becomes

$$k\approx2a+6bP_0\frac{E}{2a}=2a+\frac{3E}{P_0}=0.282+0.012=0.294\ \text{(MV/cm)/(µC/cm}^2).$$

The upper edge scales as $\sqrt k$ and falls to about 77 ps⁻¹. The window from 75.4 to 92.3 ps⁻¹ shrinks to a sliver about 2 % wide.

Heating matters as well. Let $a$ fall linearly to zero at a Curie temperature $T_C$ of roughly 890 K, $a=\alpha(T_C-T)$. The entropy then contains $-\alpha P^2/2$, and the internal energy contains $-\alpha T_CP^2/2+bP^4/4$. If no heat escapes while $P$ goes from $P_s$ to its final value at fixed $E_c$, energy conservation gives

$$C\,\Delta T=E_c\,\Delta P+\frac{\alpha T_C}{2}\Delta(P^2)-\frac b4\Delta(P^4).$$

With $C=3$ J/(cm³ K), a start at 300 K and the final polarization found consistently with the final temperature, the rise is 112 K. The linear law implies a pyroelectric coefficient of about $-420$ µC/(m² K) at 300 K, roughly twice the typical measured value; with half the slope $\alpha$ and the same $a$ at 300 K the rise is 102 K, so read it as roughly 100 K. At the same applied field, with $m$, $b$ and $\Gamma$ unchanged, the upper edge drops to 87.4 ps⁻¹. The lower edge stays at 75.4 ps⁻¹ if the zero-field comparison is made in a cold crystal, and becomes 67.9 ps⁻¹ if that crystal is equally hot. The window moves but survives. These edges use the stiffness at fixed temperature. If no heat escapes during the ringing either, the edges lie 2 to 3.5 % higher. Without heat exchange the old state at $P_s$ is also still weakly stable at $E_c$, because moving off it cools the crystal and raises $a$, so the polarization needs a small push to leave.

The exact factor $3/2$ belongs to the quartic energy. If a $P^6$ energy term supplies one fifth of the stabilizing force at $P_0$, with $a$ and $P_0$ fixed, the ratio of the upper to the lower edge changes from 1.225 to 1.250.

Finally, classical equipartition, $k_hV\langle u^2\rangle=k_BT$, gives an rms polarization noise of 0.0031 µC/cm² for a cube of side 100 nm at 300 K. That exceeds the 0.00125 µC/cm² overshoot found above, so in that volume a single trace would not show it clearly. At fixed temperature noise also limits the trap described earlier: after a sudden step to $E_c$ at mid-window damping, it carries the polarization of such a cube past $P_s$ typically within about a hundred picoseconds. Heat, however, needs several nanoseconds to diffuse across such a cube. Without heat exchange the step cools it by about 11 K, and the polarization stops near $-33$ µC/cm² behind a barrier of order $10^5k_BT$, so it stays trapped until heat flows back in. These estimates leave out strain, other phonons, frequency-dependent damping and the response of the circuit. The last is a serious omission, because the field would have to settle in less than about 0.02 ps. In the mid-window example, an exponential drop from $1.2E_c$ to $E_c$ with a time constant of 0.02 ps cuts the overshoot to 0.00013 µC/cm², and with 0.03 ps the ringing is gone.

The inputs and the main computed values are collected in the numerical output below; some of the closing estimates appear only in the text.

## Table of computed values

```
INPUTS (rough, lithium tantalate)
spontaneous polarization P0: 50 uC/cm2
soft-mode susceptibility: 40 (no unit)
mode frequency: 6.0 THz; linewidth: 1.0 THz
start temperature: 300 K; Curie: 890 K
heat capacity: 3.0 J/(cm3 K)
STATICS
a: 0.1412 (MV/cm)/(uC/cm2)
b: 5.647e-05 (MV/cm)/(uC/cm2)^3
inertia m: 1.987e-04 (MV/cm) ps^2/(uC/cm2)
static coercive field: 2.717 MV/cm
polarization where old state ends: -28.87 uC/cm2
held polarization: 57.74 uC/cm2
stiffness/a, zero field: 2.0000 (no unit)
stiffness/a, held state: 3.0000 (no unit)
WINDOW
omega0: 37.70 rad/ps
lower edge: 75.40 1/ps = 12.00 THz width
upper edge: 92.34 1/ps = 14.70 THz width
edges/omega0: 2.0000, 2.4495 (no unit)
crystal damping: 6.28 1/ps
lower edge/crystal damping: 12.0 (no unit)
mid-window damping: 84.30 1/ps
mid-window crossings, zero field: 0; held: 3
overshoot at lower edge: 1.18 %
overshoot at mid-window: 0.089 %
SUDDEN STEP FROM -P0 TO COERCIVE FIELD, P after 20 ps
lower-edge damping: -29.02 uC/cm2
upper-edge damping: -29.05 uC/cm2
crystal damping: 57.74 uC/cm2
PROTOCOL 1.2 Ec (3 ps), Ec (1 ps), zero (1 ps), mid-window
P after first stage: 58.98 uC/cm2
crossings at Ec: 3; at zero field: 0
overshoot in second stage: 0.00125 uC/cm2
NEGLECTED EFFECTS
adiabatic temperature rise: 112 K
upper edge, hot held state: 87.4 1/ps
lower edge, if zero-field state is equally hot: 67.9 1/ps
rough practical coercive field: 0.2 MV/cm
static/practical coercive field: 14 (no unit)
rough breakdown field: 1 MV/cm
static coercive/breakdown field: 2.7 (no unit)
upper/lower edge, quartic: 1.2247 (no unit)
fifth-power share of restoring force: 0.2 (no unit)
upper/lower edge with that share: 1.2503 (no unit)
thermal noise of P, 100 nm cube: 0.0031 uC/cm2
```
